# Trilinear Instability of Two Stable Modes in Tetragonal Hafnia, part 2

In fluorite-structure hafnia, can a frozen tetragonal distortion \(T\) (oxygen columns displaced oppositely along \(z\)) destabilize two individually stable oxygen displacements? These are the polar \(p\), uniform along \(x\) relative to hafnium, and the antipolar \(q\), alternating by layer along \(y\). The cubic cell has edge \(a_0\), volume \(\Omega=a_0^3\), four hafnium and eight oxygen atoms. Its energy is

\[
U=\frac{k_P}{2}p^2+\frac{k_Q}{2}q^2+gTpq+\frac{\beta}{4}(p^2+q^2)^2,
\qquad \beta>0 .
\]

The stiffnesses \(k_P,k_Q>0\) are taken at fixed \(T\) and zero macroscopic field. A second pair, with \(x\) and \(y\) exchanged, has the same stiffnesses and is held at zero.

The first derivation, from energy, found \(p=q=0\) unstable when

\[
g^2T^2>k_Pk_Q .
\]

The extreme stiffnesses are \(\lambda_\pm=K\pm R\), with \(K=\frac{k_P+k_Q}{2}\), \(\Delta=\frac{k_P-k_Q}{2}\) and \(R=\sqrt{\Delta^2+g^2T^2}\). For \(gT>0\) the soft direction is \((\cos\theta,-\sin\theta)\). Beyond the threshold the minimum has \(r^2=-\lambda_-/\beta\), where \(r^2=p^2+q^2\), and depth \(\lambda_-^2/(4\beta)\).

The second derivation, from motion, used masses \(M_P,M_Q\):

\[
M_P\ddot p=-k_Pp-gTq,\qquad
M_Q\ddot q=-k_Qq-gTp .
\]

With \(X=\omega^2\), \(\omega_P^2=k_P/M_P\) and \(\omega_Q^2=k_Q/M_Q\), it gave the same criterion and

\[
X_\pm=\frac{\omega_P^2+\omega_Q^2}{2}\pm
\sqrt{\left(\frac{\omega_P^2-\omega_Q^2}{2}\right)^2+\frac{g^2T^2}{M_PM_Q}} .
\]

The example, not fitted to hafnia, has \(a_0=0.51\) nm, \(k_P=800\) and \(k_Q=1200\) eV/nm², \(g=50\,000\) eV/nm³, \(\beta=2.0\times10^6\) eV/nm⁴, \(T=0.030\) nm and oxygen effective charge of size \(Ze=2.5e\). Then \(gT=1500\) eV/nm², \(\lambda_-=-513\) eV/nm², \(\cos\theta=0.7524\), \(\sin\theta=0.6587\), and the depth is 0.033 eV per cell. The polarization \(8Ze|p|/\Omega\) is 29.1 µC/cm²; it omits a symmetry-allowed dipole along \(x\) proportional to \(Tq\).

Dots denote time derivatives; \(e\), \(\varepsilon_0\) and \(k_B\) are the elementary charge, vacuum permittivity and Boltzmann constant.

### Masses and numbers

In the polar mode, the oxygen and hafnium sublattices move against each other with the centre of mass at rest. If their velocities are \(v_O\) and \(v_H\), then \(v_O-v_H=\dot p\) and \(M_Ov_O+M_Hv_H=0\). Solving these gives \(v_O=M_H\dot p/(M_O+M_H)\) and \(v_H=-M_O\dot p/(M_O+M_H)\), and the kinetic energy becomes

\[
\frac12M_Ov_O^2+\frac12M_Hv_H^2
=\frac12\,\frac{M_OM_H}{M_O+M_H}\,\dot p^2 .
\]

Here \(M_O\) is the mass of eight oxygen atoms and \(M_H\) that of four hafnium atoms. In the antipolar mode the eight oxygen atoms move with equal speeds and no net momentum, so \(M_Q=M_O\). The two modes move oxygen along perpendicular axes, and no mixed kinetic term arises.

In the example the uncoupled modes lie at 141.6 and 159.7 cm⁻¹. In squared wavenumbers, the coupling term equals \(\omega_P^2\omega_Q^2\) multiplied by \(g^2T^2/(k_Pk_Q)=2.25/0.96=2.34\). The mean of the two squares is \(2.28\times10^4\) cm⁻², half their difference is \(0.27\times10^4\) cm⁻², and

\[
X_\pm=\left[2.28\pm\sqrt{0.27^2+2.34\times2.01\times2.55}\right]\times10^4\ \text{cm}^{-2}.
\]

The root is \(3.47\), so \(X_-\approx-1.2\times10^4\) and \(X_+\approx5.75\times10^4\) cm⁻². The stable coupled mode has a wavenumber of 240 cm⁻¹. The unstable one is imaginary, with magnitude 109 cm⁻¹, which measures a rate of growth and not an oscillation.

### Damping does not move the threshold

Real modes lose energy to other vibrations. Add friction forces \(-\Gamma_P\dot p\) and \(-\Gamma_Q\dot q\) with positive coefficients, and seek a solution proportional to \(e^{\gamma t}\). A real growth rate must be a zero of

\[
F(\gamma)=(M_P\gamma^2+\Gamma_P\gamma+k_P)(M_Q\gamma^2+\Gamma_Q\gamma+k_Q)-g^2T^2 .
\]

Beyond the threshold \(F(0)=k_Pk_Q-g^2T^2\) is negative, while \(F\) is positive for large \(\gamma\). It therefore has a zero at some positive \(\gamma\), and a growing solution exists. Below the threshold the quadratic potential energy is positive for every displacement other than zero. Friction cannot increase the sum of kinetic and potential energy, so a small disturbance stays small. Friction changes the rate of growth and leaves the criterion unchanged.

### Letting the tetragonal distortion move

So far \(T\) has been held fixed. Suppose instead that it sits at a minimum \(T_0>0\) of its own energy, with stiffness \(k_T>0\), and write \(T=T_0+\delta\). The trilinear term exerts a force \(-gpq\) on \(\delta\). This is of second order in small quantities, so it is absent from the linear equations of motion. Freezing \(T\) is therefore harmless for local stability.

It is not harmless for the final state. If the stiffnesses \(k_P\) and \(k_Q\) do not change with \(T\), the energy that contains \(\delta\) is, to leading order, \(\tfrac12k_T\delta^2+gpq\,\delta\). Its minimum lies at

\[
\delta=-\frac{gpq}{k_T},\qquad
\text{with energy}\quad -\frac{g^2p^2q^2}{2k_T}.
\]

Along the soft direction \(p^2q^2=r^4\cos^2\theta\sin^2\theta\). The coefficient of \(r^4\) changes from \(\beta/4\) to

\[
\frac{\beta}{4}\left(1-\frac{2g^2\cos^2\theta\sin^2\theta}{k_T\beta}\right).
\]

For the example take \(W_0[(T/T_0)^2-1]^2\) as the tetragonal energy, with \(W_0=0.40\) eV per cell. Its second derivative at \(T_0\) is \(k_T=8W_0/T_0^2=3556\) eV/nm². The relative loss of quartic stiffness is

\[
\frac{2(5\times10^4)^2(0.752\times0.659)^2}{3556\times2.0\times10^6}\approx0.17 .
\]

Minimizing the energy over all three amplitudes gives \(T=0.0319\) nm, a polarization of 31.6 µC/cm² and a depth of 0.039 eV per cell. At fixed \(T\) these were 0.030 nm, 29.1 µC/cm² and 0.033 eV. The product \(pq\) is negative in the minimum, so \(\delta\) is positive: in this model the polar state enlarges the distortion that produced it. Terms \(T^2p^2\) and \(T^2q^2\) with large enough positive coefficients would reverse this.

If the bracket above were negative, this leading-order energy would have no lower bound along the soft direction. The higher powers of \(\delta\) in the tetragonal energy, left out here, would then have to be kept; in the well used for the example they do bound the energy. A distant polar state could then lie lowest even while the origin was locally stable. The criterion would still mark the loss of local stability, but not necessarily the change of ground state.

### Electrodes and imperfect screening

The stiffness \(k_P\) refers to zero macroscopic field. A capacitor whose plates are joined approaches this condition if its electrodes screen well. Suppose the polar axis is normal to the plates, and a non-polar dead layer of thickness \(d_i\) and relative permittivity \(\varepsilon_i\) lies in series with a film of thickness \(d\). Let \(\varepsilon_b\) be the background permittivity of the film without the polar mode. Continuity of the electric displacement and zero total voltage give

\[
\varepsilon_0\varepsilon_bE+P=\varepsilon_0\varepsilon_iE_i,\qquad
Ed+E_id_i=0 .
\]

Substituting \(E_i=-Ed/d_i\) into the first equation gives

\[
E=-\frac{P}{\varepsilon_0(\varepsilon_b+\varepsilon_i d/d_i)} .
\]

The field opposes the polarization. With the dipole proportional to \(Tq\) left out, the cell dipole has size \(8Ze|p|\), so the field exerts a restoring force of size \(8Ze|E|\) on \(p\). With \(|P|=8Ze|p|/\Omega\), the added stiffness is

\[
\Delta k_P=\frac{(8Ze)^2}{\Omega\varepsilon_0(\varepsilon_b+\varepsilon_i d/d_i)} .
\]

For \(d=10\) nm, \(d_i=0.5\) nm, \(\varepsilon_b=10\) and \(\varepsilon_i=20\), this is 133 eV/nm². The soft eigenvalue rises from \(-513\) to \(-439\) eV/nm², and the polarization at fixed \(T\) falls from 29.1 to 26.4 µC/cm². This last figure supposes that the dead layer remains a perfect insulator. The field inside it would be about 15 MV/cm, several times the rough breakdown field of 4 MV/cm assumed below. A real layer would leak or break down, and charge reaching the interface would screen part of the polarization. The added stiffness describes small displacements, for which the fields are small. The instability survives while the total polar stiffness is below

\[
\frac{g^2T^2}{k_Q}=\frac{2.25\times10^6}{1200}=1875\ \text{eV/nm}^2 .
\]

With the film thickness and permittivities held fixed, a dead layer of 4.9 nm would use up this margin.

With open plates and no free charge the electric displacement is zero, and \(E=-P/(\varepsilon_0\varepsilon_b)\). The added stiffness is then 5456 eV/nm², and the lowest eigenvalue becomes \(+789\) eV/nm². In this example the uniform instability polarized normal to the plates exists with joined plates and disappears on open circuit. The second pair, polarized in the plane of a wide film, meets no such opposing field and would remain unstable if it were free to move.

### Uniform switching and temperature

With the coupling of the field to \(Tq\) again left out, an applied field \(E\) adds \(-8ZeEp\) to the energy if the positive direction of \(E\) is chosen to favour positive \(p\). Equilibrium then requires

\[
8ZeE=k_Pp+gTq+\beta(p^2+q^2)p,
\]
\[
0=k_Qq+gTp+\beta(p^2+q^2)q .
\]

The derivative of the second right-hand side with respect to \(q\) is \(k_Q+\beta p^2+3\beta q^2\), which is positive. Each \(p\) thus has one equilibrium \(q\), and the first equation gives the field needed to hold that \(p\). Starting from the positive minimum, an opposing field reduces \(p\) until the field reaches its largest opposing value on this branch. Beyond it no equilibrium with positive \(p\) remains, and the cell switches. In the example, with \(T\) frozen and the second pair held at zero, this uniform switching field is 2.1 MV/cm, or 0.52 of an assumed rough breakdown field of 4 MV/cm. If the second pair is free to move, the polarization may begin to turn through it at a lower field.

The model contains no thermal motion. At 300 K the thermal energy \(k_BT_a\), with \(T_a\) the absolute temperature, is 0.026 eV, or 0.79 of the well depth of one cell. A single cell would not hold its polarization for long; neighbouring cells must act together. At frozen \(T\) and zero field, and with the second pair held at zero, the barrier for uniform reversal equals the well depth, because the path must cross \(p=0\) and does so at least cost through \(p=q=0\). If the second pair is free to move, a path that turns the polarization through it may be lower. The occupied state may also mix both pairs and lie deeper, so the depth of 0.033 eV then fixes neither the barrier nor an upper bound on it. If a barrier of \(40k_BT_a\) is demanded and each cell contributes its full well depth, about 31 cells must reverse as one, which is a cube of edge 1.6 nm. This is a size estimate and not a prediction of retention, since the coupling between cells is not in the model. At a finite temperature, the stiffnesses in the criterion should be curvatures of the free energy.

### The model beside real hafnia capacitors

Ferroelectric hafnia films are used at thicknesses near 10 nm. Their remanent polarization is roughly 20 µC/cm² and their coercive field roughly 1 MV/cm, with wide variation between films. The example lies in the same general range, partly because its parameters were chosen to do so. It does not show that unstrained bulk tetragonal hafnia crosses the threshold. The real polar phase contains further displacement modes and strain, which can change both stiffnesses. Real films also break the assumption of perfect screening; the dead layer considered above would lower the model polarization by about 9% if it stayed perfectly insulating, which the field inside it makes unlikely. They can switch through moving domain walls as well, at fields below that for uniform reversal. The present model does not size that reduction.

### What each derivation assumes

Both derivations use a fixed \(T\), positive stiffnesses and one energy from which both coupling forces follow. Both treat the displacements classically and keep quadratic energy terms at the threshold.

The energy derivation needs no masses and no law of motion. Once a positive quartic term is added, it also shows that the origin is the lowest state below the threshold at frozen \(T\), and it gives the final amplitude beyond it. It does not say how quickly the instability develops.

The dynamical derivation needs positive masses and an equation of motion. In return it gives the two frequencies and the initial growth rate. Being linear, it cannot say where the growth stops or whether a distant state has lower energy.

The two methods measure softness differently. The eigenvalue \(\lambda_-\) is a curvature of the energy, whereas \(X_-\) is a squared frequency that depends on the masses. Their magnitudes and directions of motion generally differ. Their signs agree because

\[
\lambda_+\lambda_-=k_Pk_Q-g^2T^2=M_PM_QX_+X_- ,
\]

with \(\lambda_+\) and \(X_+\) positive. Both therefore pass through zero at the same distortion. The values used in the example are collected in the numerical output.

## Values computed for the example and the checks

```
cubic cell edge = 0.51 nm
polar stiffness kP = 800 eV/nm^2
antipolar stiffness kQ = 1200 eV/nm^2
trilinear coupling g = 50000 eV/nm^3
frozen distortion T = 0.030 nm
quartic coefficient beta = 2.00e+06 eV/nm^4
oxygen effective charge, size = 2.5 e
coupling element gT = 1500 eV/nm^2
(gT)^2 = 2.250e+06 eV^2/nm^4
kP kQ = 9.600e+05 eV^2/nm^4
critical distortion = 0.01960 nm
soft eigenvalue = -513.3 eV/nm^2
hard eigenvalue = 2513.3 eV/nm^2
soft direction: p part = 0.7524, q part = -0.6587
polar mode alone = 141.6 cm^-1
antipolar mode alone = 159.7 cm^-1
unstable coupled mode = 109.3i cm^-1
stable coupled mode = 239.8 cm^-1
minimum: radius r = 0.01602 nm
minimum: p = 0.01205 nm, q = -0.01055 nm
polarization = 29.1 uC/cm^2
well depth per cell = 0.0329 eV
uniform switching field = 2.09 MV/cm
rough breakdown field = 4.0 MV/cm
switching/breakdown field = 0.52
tetragonal well depth per cell = 0.40 eV
tetragonal stiffness = 3556 eV/nm^2
quartic loss on relaxing T = 17.3 %
relaxed T = 0.03193 nm
relaxed polarization = 31.6 uC/cm^2
relaxed depth per cell = 0.0393 eV
film thickness = 10.0 nm, dead layer = 0.5 nm
relative permittivity: background = 10, dead = 20
dead layer adds to kP = 133.1 eV/nm^2
soft eigenvalue, dead layer = -439.4 eV/nm^2
polarization, dead layer = 26.4 uC/cm^2
largest kP with instability = 1875 eV/nm^2
dead layer that restores stability = 4.91 nm
open circuit adds to kP = 5456 eV/nm^2
lowest eigenvalue, open circuit = 788.5 eV/nm^2
temperature of use = 300 K
thermal energy = 0.0259 eV
thermal energy / well depth = 0.79
coherent cells for 40 kT barrier = 31.4
edge of that coherent cube = 1.61 nm
```
